# Why Strained Island Populations Can Become Bimodal at the Pyramid-to-Dome Transition

**Q.** I grow a strained film that first wets its substrate and then forms small, shallow pyramids. Later I see small pyramids and large, steep domes, with few islands between them. Large islands take atoms from small ones in any coarsening. Why should that leave two groups of sizes?

**A.** Ordinary coarsening need not do so. What matters here is that the chemical potential of an island falls by a finite amount when it changes from pyramid to dome. A new dome can then draw atoms from a pyramid of almost the same volume. If the surrounding adatoms have a potential between those of the two shapes, pyramids shrink while domes grow, and the sizes between them empty.

To show this I need the energy of one island and a law for the exchange of atoms. I use $\mu=dE/dV$, the chemical potential per unit volume; multiplying it by the atomic volume gives the value per atom. Energies are measured from the same volume of material in a flat, strained film.

**Q.** What determines the energy of one island?

**A.** An island gains by relaxing its misfit strain and pays for extra surface. For a fixed shape $s$, its linear size scales as $V^{1/3}$. Elastic relaxation scales as volume and surface cost as area, so

$$E_s(V)=-A_sV+B_sV^{2/3}. \tag{1}$$

I leave out edge energies, intermixing, dislocations and elastic interaction between islands. The dome is represented by a steeper square pyramid. This keeps the essential contrast, more relaxation at more surface cost, but not the many facets of a real dome.

**Q.** Can you derive the elastic coefficient instead of choosing it?

**A.** Yes, to leading order in the facet slope, for an isotropic film and substrate with equal shear modulus $G$ and Poisson ratio $\nu$. Let the flat film carry biaxial stress $\sigma$, and let $h(\mathbf r)$ be the island height. The surface normal is approximately $(-\nabla h,1)$. Zero traction on the tilted surface requires the relaxation stress to supply a tangential traction

$$-\sigma\nabla h+\mathbf f=0,\qquad \mathbf f=\sigma\nabla h.$$

The energy change contains a term linear in the relaxation strain, $W_1$, and a positive quadratic term, $W_2$. At equilibrium, scaling the displacement by a factor $\lambda$ must leave $\lambda W_1+\lambda^2W_2$ stationary at $\lambda=1$. Thus $W_1+2W_2=0$, and the total is $W_1/2$. At leading order $W_1=\int h\sigma\,\nabla\!\cdot\mathbf u\,d^2r$. Integration by parts gives

$$E_{\rm el}=-\frac12\int\mathbf f\cdot\mathbf u\,d^2r. \tag{2}$$

Next I need $\mathbf u$. For a traction $f\cos kx$ on a half-space $z<0$, try

$$u_x=(a+bz)e^{kz}\cos kx,\qquad u_z=(c+dz)e^{kz}\sin kx.$$

Elastic equilibrium is $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0$. Its $x$ component gives

$$2(1-2\nu)b+k(c-a)+d+k(d-b)z=0.$$

This must hold at every $z$, so $d=b$ and $k(a-c)=(3-4\nu)b$. The $z$ component then gives the same condition. The divergence has amplitude $k(c-a)+b=-2(1-2\nu)b$ at the surface. Zero normal stress there requires

$$kc+b-2\nu b=0,\qquad kc=-(1-2\nu)b.$$

Hence $ka=(3-4\nu)b-(1-2\nu)b=2(1-\nu)b$. The shear condition is

$$f=G(ka+b+kc)=2Gb.$$

Therefore $b=f/(2G)$, and the surface displacement amplitude is

$$a=\frac{(1-\nu)f}{Gk}. \tag{3}$$

In Fourier space $\mathbf f_{\mathbf k}=i\sigma\mathbf k h_{\mathbf k}$ is parallel to $\mathbf k$, so (3) applies to each component. Equation (2) becomes

$$E_{\rm el}=-S\int\frac{d^2k}{(2\pi)^2}\,k|h_{\mathbf k}|^2,\qquad S=\frac{\sigma^2(1-\nu)}{2G}.$$

Since $1/k$ is the two-dimensional transform of $1/(2\pi r)$, this is also

$$E_{\rm el}=-\frac{S}{2\pi}\iint\frac{\nabla h(\mathbf r)\cdot\nabla h(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^2r\,d^2r'.$$

For a square pyramid of base $L$ and slope $p$, the gradients scale as $p$ and the remaining integral as $L^3$. Thus $E_{\rm el}=-S\kappa p^2L^3$, where $\kappa$ is the value of the double integral, including $1/(2\pi)$, for unit base and slope. The height is $pL/2$, so

$$V=\frac13L^2\frac{pL}{2}=\frac{pL^3}{6},\qquad p^2L^3=6pV,$$

$$A=6\kappa pS. \tag{4}$$

Integration over the facets gives $\kappa=0.1654$; an independent Fourier evaluation agrees.

**Q.** And the surface coefficient?

**A.** Let the wetting layer and the allowed facets have the same surface energy $\gamma$ per true area. The facets have total area $L^2\sqrt{1+p^2}$ and replace a flat area $L^2$. With $L^2=(6V/p)^{2/3}$,

$$B=\gamma\left(\sqrt{1+p^2}-1\right)\left(\frac6p\right)^{2/3}. \tag{5}$$

At small slope the bracket is $p^2/2$, so $B\propto p^{4/3}$, while $A\propto p$. The steeper shape has both coefficients larger. Surface cost favors the pyramid at small volume, and relaxation favors the dome at large volume.

**Q.** Where is the transition, and how large is the drop?

**A.** Write $\Delta A=A_D-A_P$ and $\Delta B=B_D-B_P$. If an island takes its lower-energy shape without a barrier, the transition volume $V_c$ follows from $E_D=E_P$:

$$-\Delta A\,V_c+\Delta B\,V_c^{2/3}=0,\qquad V_c^{1/3}=\frac{\Delta B}{\Delta A}. \tag{6}$$

Differentiating (1) gives

$$\mu_s(V)=-A_s+\frac23B_sV^{-1/3}. \tag{7}$$

The drop at $V_c$ is therefore

$$\delta=\mu_P(V_c)-\mu_D(V_c)=\Delta A-\frac23\frac{\Delta B}{V_c^{1/3}}=\Delta A-\frac23\Delta A=\frac{\Delta A}{3}. \tag{8}$$

The energies meet, but their slopes do not. The sign does not depend on the particular form (1): if the dome becomes the lower-energy shape as volume increases, $E_D-E_P$ passes from positive to negative, so its slope at the crossing cannot be positive.

Two limits help to read (8). Since $S$ is proportional to misfit squared, $\delta$ is too, while $V_c$ varies as the inverse sixth power of misfit. If the two slopes approach each other, $\Delta A$ and the drop vanish. A shape that steepens continuously would have no such jump.

**Q.** My islands may need to overcome a barrier before they change shape. Does that remove the effect?

**A.** It does not remove the drop, which becomes larger at the moment of change. Let the transition be delayed to $V_t>V_c$. Using $\Delta B=\Delta A\,V_c^{1/3}$,

$$\mu_P(V_t)-\mu_D(V_t)=\Delta A\left[1-\frac23\left(\frac{V_c}{V_t}\right)^{1/3}\right]. \tag{9}$$

This equals $\Delta A/3$ at $V_t=V_c$ and tends towards $\Delta A$ for a very late transition. The reverse transition may then occur at another volume, so pyramids and domes can share a range of sizes. A barrier can also delay the gap: pyramids must first grow to $V_t$, and the sea must then fall below $\mu_P(V_t)$, which is lower than $\mu_P(V_c)$. The population calculation below has no barrier.

**Q.** How do the islands know one another's chemical potential?

**A.** They exchange atoms through a common adatom sea of potential $m$. I take its potential to be uniform and use

$$\frac{dV_i}{dt}=KV_i^{1/3}(m-\mu_i), \tag{10}$$

where $K>0$ is taken to be the same for both shapes, neglecting the difference between their perimeters at equal volume. The factor $V_i^{1/3}$ represents attachment around the island perimeter. The wetting layer is assumed to follow $m$ with a negligible change in its volume. If deposition supplies a volume $F$ per unit time to the islands, summing (10) gives

$$F=K\sum_iV_i^{1/3}(m-\mu_i),$$

$$m=\frac{\sum_iV_i^{1/3}\mu_i+F/K}{\sum_iV_i^{1/3}}. \tag{11}$$

The sea potential is a weighted mean of the island potentials, raised by deposition.

**Q.** Then what is different from ordinary coarsening?

**A.** Consider two islands close to $V_c$, one just below it and one just above, with no deposition. Their weights are nearly equal, so $m$ lies halfway between their potentials. The dome grows at $KV_c^{1/3}\delta/2$ and the pyramid shrinks at the same rate. The energy changes at

$$\frac{dE}{dt}=(\mu_D-\mu_P)\frac{KV_c^{1/3}\delta}{2}=-\frac12KV_c^{1/3}\delta^2.$$

For two islands of one shape, the difference in $\mu$ would vanish with their difference in volume. Here it remains finite.

For any sea potential, the velocities $v_D$ and $v_P$ just above and just below $V_c$ differ by

$$v_D-v_P=KV_c^{1/3}[(m-\mu_D)-(m-\mu_P)]=KV_c^{1/3}\delta. \tag{12}$$

**Q.** Does this velocity difference always produce a gap?

**A.** No. The value of $m$ decides, with $\mu_P$ and $\mu_D$ below evaluated at $V_c$.

If $m>\mu_P$, both velocities are positive. Pyramids cross and then accelerate. Let $n_P$ and $n_D$ be the numbers of islands per unit volume interval on the two sides. No islands accumulate at $V_c$ itself, so $n_Pv_P=n_Dv_D$ and

$$\frac{n_D}{n_P}=\frac{m-\mu_P}{m-\mu_D}<1. \tag{13}$$

The density steps down, but there is no empty interval. With $m$ half a drop above $\mu_P$, the ratio is $0.5/1.5=0.333$; following the individual islands gives 0.331.

If $\mu_D<m<\mu_P$, the velocities point away from $V_c$. By (7), smaller pyramids have still higher potentials and larger domes still lower ones. Every pyramid therefore shrinks and every dome grows. An empty interval opens and widens for as long as $m$ stays in this window.

If $m<\mu_D$, the smallest domes shrink back through $V_c$, and their shrinking speeds up as they become pyramids.

Without a jump in $\mu$, a small separation $q$ between neighboring islands obeys $dq/dt=(dv/dV)q$. It can be stretched by a finite factor, but a continuous population does not acquire a finite hole in a finite time, as long as the islands stay away from zero volume.

**Q.** Why would the sea enter that window by itself?

**A.** Start with pyramids below $V_c$. Their potentials all exceed $\mu_P(V_c)$, and deposition raises $m$ further. By (11), $m>\mu_P(V_c)$, so the way to larger sizes is open. It cannot close before domes exist.

The first domes add low potentials to the mean in (11), with weights that increase as they grow. They can pull $m$ below $\mu_P(V_c)$. The remaining pyramids then cannot cross, and they begin to feed the domes. The first islands to transform have closed the route for those behind them.

A gap is not guaranteed for every deposition rate. A larger $F$ sends more islands across before the sea enters the window, and a sufficiently large one sends them all across, leaving one group.

**Q.** Could you put numbers on one island?

**A.** I use round model parameters, not those of a named material: misfit 0.03, $G=50$ GPa, $\nu=0.25$, $\gamma=1$ J/m$^2$ and slopes 0.15 and 0.30. The stress is 5 GPa, and $S=1.170$ eV/nm$^3$. Equation (4) gives

$$A_P=6(0.1654)(0.15)(1.170)=0.174\ {\rm eV/nm^3},$$

and twice this, $A_D=0.348$ eV/nm$^3$, for the dome. The surface coefficients are $B_P=0.817$ and $B_D=2.025$ eV/nm$^2$. Hence

$$V_c=\left(\frac{2.025-0.817}{0.348-0.174}\right)^3\approx334\ {\rm nm^3},$$

where the final value uses the unrounded coefficients. At this volume the pyramid is 23.7 nm wide and 1.8 nm high; the dome is 18.8 nm wide and 2.8 nm high. The drop is

$$\delta=\frac{0.1742}{3}=0.0581\ {\rm eV/nm^3}.$$

For an atomic volume of 0.02 nm$^3$, this is 1.16 meV per atom. The dome relaxes 37% of the film's elastic energy density in this leading-order estimate, so the leading order in slope is not precise here. For cones of these two slopes, full linear elasticity gives about 6% and 13% less relaxation than the leading order. Corrections of that size would lower $\delta$ by about a fifth, to near 0.046 eV/nm$^3$, and roughly double $V_c$, which varies as $\Delta A^{-3}$. The digits in this section belong to the leading-order model.

**Q.** One millielectronvolt is far below $k_BT$ at growth temperature. Why is it not washed out?

**A.** At 900 K the ratio is 0.015, so the bias on each atomic exchange is small. That is also why a law linear in $m-\mu$ is reasonable here. But an island at $V_c$ contains about 16,700 atoms, and the bias adds up in proportion to the number of exchanges, while random gains and losses add up only as its square root. For a bias equal to the full drop, the sum over a volume $V_c$ is $\delta V_c\approx19.4$ eV, about 250 times $k_BT$. The bias on a pyramid at $V_c$ is only $\mu_P-m$, however, and it starts from zero as the sea enters the window. Random exchange can then carry some pyramids across and leave islands between the two groups; the population calculation below omits it. The effect is not negligible here: with $k_BT/(\delta V_c)=0.004$, the random spread over the $0.66t_0$ of gap opening is about $\sqrt{2(0.004)(0.66)}=0.07$ $V_c$, as large as the retreat of the pyramid edge. With this noise included, two groups still form, but about a quarter more islands become domes and 1 to 2% lie between the groups.

The shape itself is another matter. Near $V_c$, $E_D-E_P\approx-\delta(V-V_c)$. This reaches $k_BT=0.0776$ eV in magnitude at a distance of $0.0776/0.0581=1.34$ nm$^3$, or 0.4% of $V_c$. If an island sampled both shapes freely, the jump would be smoothed over a few times this distance, still narrow compared with the gap found below.

**Q.** What happens to a whole population?

**A.** I followed 2000 pyramids, initially in one peak between 0.46 and 0.74 $V_c$. The time unit is $t_0=V_c^{2/3}/(K\delta)$. Deposition supplied 0.3 $V_c$ per initial island per $t_0$, for $2t_0$.

In units of $\delta$, the window lies between $-2.648$ and $-1.648$. When the first dome appeared, at $0.60t_0$, the sea was at $-1.203$, above the window. It entered the window at $1.34t_0$, when 20.5% of the islands were domes. It stayed there until deposition ended, and no more pyramids crossed.

At the end there were 1590 pyramids with mean volume 0.70 $V_c$ and 410 domes with mean volume 3.16 $V_c$. The size distribution had two peaks, with an empty interval from 0.93 to 1.95 $V_c$. The upper edge is set by the last island to cross, so it moves with the time step and the number of islands: it lies between about 1.94 and 2.00 $V_c$, and the width between about 1.01 and 1.07 $V_c$.

The width can be understood from (10). At closure the two edges separate at one $V_c$ per $t_0$. At the end, with $m=-1.837$, the same law gives about 1.85 for the growing edge and 0.22 for the shrinking edge, a total of 2.07. The mean of the initial and final speeds, multiplied by the elapsed $0.66t_0$, gives about 1.0 $V_c$, close to the observed width.

**Q.** How do you know that the drop caused the gap, rather than the faster coarsening of domes?

**A.** By two comparisons from the same starting population. In one, all islands remain pyramids. In the other, the dome potential is raised by $\delta$ at every volume. This makes $\mu$ continuous at $V_c$ but keeps its stronger variation with dome size. Each comparison has one peak at $2t_0$. The widest spacing between neighbors in the central 90% of islands is about 0.001 $V_c$ in both, against about 1.0 $V_c$ with the drop. If deposition continues to $4t_0$, the second comparison develops a shallow dip just above $V_c$, but still no empty interval. It is the empty gap, not every two-peaked histogram, that needs the drop.

**Q.** Are the domes really fed by the pyramids, or mainly by my deposition source?

**A.** By both. At the end of deposition, pyramids supply 46% of the dome growth and deposition the other 54%. When deposition stops, the domes must live on the other islands. After a further $2t_0$ of annealing, no pyramids remain and all 410 domes survive, although the smallest are already shrinking and a longer anneal removes some of them by ordinary coarsening. In this model the bimodal state is therefore transient. To keep it, one would have to stop the exchange, for example by cooling, before the pyramids disappear.

**Q.** What should I look for, and when would the explanation fail?

**A.** Follow individual islands, not just the final histogram. While the gap is opening, most pyramids below the transition should shrink while most domes above it grow. Two peaks alone do not establish this mechanism, because the argument shows that the drop can produce them when the sea enters the window, not that it is the sole route.

Different attachment rates for the two shapes do not alter the directions of growth inside the window, as long as both rates are positive. They do alter the separation speed and the density ratio (13). The mean-field sea fails if diffusion is slow enough for islands to feel mainly their neighbors. Strong intermixing or dislocations would change the energies themselves, and random attachment could carry some islands across the gap. The numerical output below gives the full histograms and the comparison cases.

## Computed values

```
misfit 0.03, shear modulus 50 GPa, Poisson 0.25
surface energy 1.0 J/m^2 = 6.2415 eV/nm^2
slopes: pyramid 0.15, dome 0.30
biaxial stress 5.000 GPa
unrelaxed film energy density 0.9362 eV/nm^3
elastic scale sigma^2(1-nu)/(2G) 1.1703 eV/nm^3
kappa: facet integral 0.16537, Fourier 0.16541
A pyramid 0.1742, A dome 0.3484 eV/nm^3
relaxed fraction: pyramid 0.186, dome 0.372
B pyramid 0.8167, B dome 2.0249 eV/nm^2
Vc formula 333.7 nm^3, from energy crossing 333.5 nm^3
atomic volume 0.02 nm^3, atoms at Vc 16687
pyramid at Vc: base 23.72 nm, height 1.78 nm
dome at Vc: base 18.83 nm, height 2.82 nm
energy at Vc -18.84 eV
mu at Vc: pyramid -0.09568, dome -0.15374 eV/nm^3
drop: formula 0.05806, numerical 0.05807 eV/nm^3
drop per atom 1.161 meV
kT at 900 K 77.56 meV, drop/kT 0.0150
drop if delayed to 2 Vc: formula 0.08201, numerical 0.08205 eV/nm^3
pair separation speeds (reduced), supply -0.2, 0, 0.2: [1.003 1.004 1.005]
density ratio dome/pyramid, sea 0.5 drop above mu_P(Vc): simulated 0.331, formula 0.333
islands 2000, start range 0.460 to 0.740 Vc
deposition 0.3 Vc per island per unit time, duration 2.0
reduced mu at Vc: pyramid -1.648, dome -2.648
first dome: time 0.601, sea -1.203
gate closes: time 1.342, dome fraction 0.205
end of deposition: sea -1.837, pyramids 1590, domes 410
mean volume: pyramids 0.696, domes 3.156 Vc
empty gap from 0.927 to 1.951 Vc, width 1.025 Vc
gap width with doubled time step 1.042 Vc
widest gap: pyramids only 0.00094, drop removed 0.00126 Vc
peaks: start, with drop, pyramids only, drop removed: [1, 2, 1, 1]
histogram bins: width 0.25 Vc, from 0 to 4 Vc
counts start: 0 58 1942 0 0 0 0 0 0 0 0 0 0 0 0 0 above 4 Vc: 0
counts with drop: 5 189 725 671 0 0 0 1 17 35 52 61 66 62 52 36 above 4 Vc: 28
counts pyramids only: 0 0 25 312 812 741 110 0 0 0 0 0 0 0 0 0 above 4 Vc: 0
counts drop removed: 0 0 67 466 650 498 261 58 0 0 0 0 0 0 0 0 above 4 Vc: 0
share of dome growth supplied by pyramids 0.465
after annealing for 2.0: pyramids 0, domes 410
```
